# Why effective-theory loops vanish in on-shell matching of the heavy-electron vertex: a program that tests the result

```python
"""
Result under test: with on-shell legs, massless photons and dimensional
regularization, expanded NRQED loops are scaleless and vanish, so the
one-electron coefficients c_F and c_D equal the hard region of the QED vertex.

Symbols: d = 4 - 2 eps; M = m c is the electron mass as a momentum (M = 1 in
the loop functions); lam = photon mass / M; q2 = squared momentum transfer;
F1, F2 = Dirac and Pauli form factors; mu = MS-bar scale.
Loop functions are in units of K = e^2 Gamma(1+eps) / (4 pi)^(2-eps),
which becomes alpha/(4 pi) at d = 4.  Vacuum polarization is not included.
"""
from functools import reduce
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, roots_jacobi


def panel_rule(low, high, panels, order=12):
    """Composite Gauss-Legendre nodes and weights."""
    z, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(low, high, panels + 1)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * z).ravel(), (half * w).ravel()


def dirac_matrices(dim):
    """Gamma matrices with upper index, metric (+,-,-,...), even dim."""
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1, -1]).astype(complex)
    n = dim // 2
    mats = [reduce(np.kron, [sz] * j + [s] + [np.eye(2)] * (n - j - 1))
            for j in range(n) for s in (sx, sy)]
    return [mats[0]] + [1j * m for m in mats[1:]]


def slash(vector, gam):
    return vector[0] * gam[0] - sum(a * g for a, g in zip(vector[1:], gam[1:]))


def numerators(x, y, q2, eps):
    """Vertex numerators for F1 and F2 without the squared loop momentum."""
    s = x + y
    n1 = 4 - 4*s - 2*(1 - eps)*s**2 - 2*q2*(1 - s + (1 - eps)*x*y)
    n2 = -4 * (s*(1 - s) + eps*s**2)
    return n1, n2


# Dirac algebra: explicit matrices in two different dimensions
rng = np.random.default_rng(3)
for dim in (4, 6):
    gam = dirac_matrices(dim)
    one = np.eye(len(gam[0]))
    metric = [1] + [-1] * (dim - 1)

    def contract(matrix):
        return sum(g * a @ matrix @ a for g, a in zip(metric, gam))

    v1, v2 = rng.normal(size=(2, dim - 1))
    p_in = np.r_[np.sqrt(1 + v1 @ v1), v1]
    p_out = np.r_[np.sqrt(1 + v2 @ v2), v2]
    q2 = 2 - 2 * (p_in[0] * p_out[0] - v1 @ v2)
    x0, y0 = 0.23, 0.41
    n1, n2 = numerators(x0, y0, q2, (4 - dim) / 2)
    for index in range(dim):
        g_mu = gam[index]
        direct = 0
        for x, y in ((x0, y0), (y0, x0)):
            a = slash((1 - x) * p_out - y * p_in, gam) + one
            b = slash((1 - y) * p_in - x * p_out, gam) + one
            direct = direct + contract(a @ g_mu @ b) / 2
        reduced = (n1 + n2)*g_mu - n2/2*(p_in + p_out)[index]*one
        left, right = slash(p_out, gam) + one, slash(p_in, gam) + one
        assert np.allclose(left @ direct @ right, left @ reduced @ right,
                           atol=1e-9, rtol=1e-9)
        assert np.allclose(contract(contract(g_mu)), (dim - 2)**2 * g_mu)

# Full QED form factors by Feynman-parameter quadrature
t_nodes, t_weights = panel_rule(0, 60, 80)
u_nodes, u_weights = panel_rule(0, 1, 1, 20)
S = np.exp(-t_nodes)[:, None]
X, Y = S * u_nodes, S * (1 - u_nodes)
AREA = S**2 * t_weights[:, None] * u_weights


def form_factors(q2, lam, eps):
    """F1 up to a constant independent of q2, and F2, in units of K."""
    delta = S**2 - X*Y*q2 + (1 - S)*lam**2
    n1, n2 = numerators(X, Y, q2, eps)
    log_d = np.log(delta)
    power = -log_d if eps == 0 else np.expm1(-eps * log_d) / eps
    f1 = 2*(1 - eps)**2 * power - n1 * delta**(-1 - eps)
    return np.sum(AREA * f1), np.sum(-AREA * n2 * delta**(-1 - eps))


def full_slope(lam, eps):
    """Five-point derivative of F1 with respect to q2 at zero."""
    h = 0.02
    f = [form_factors(j * h, lam, eps)[0] for j in (-2, -1, 1, 2)]
    return (f[0] - 8*f[1] + 8*f[2] - f[3]) / (12 * h)


def hard_slope(eps):
    return -2/(3*eps) + sp.Rational(5, 6) + (2*eps - 4)/(3*(1 - 2*eps))


def hard_f2(eps):
    return 2 * (1 + 2*eps) / (1 - 2*eps)


for eps in (-0.25, -0.4):
    assert abs(full_slope(0, eps) - float(hard_slope(eps))) < 1e-6
    assert abs(form_factors(0, 0, eps)[1] - hard_f2(eps)) < 1e-9

# Scaleless radial integral: each half on its own side of d = 4
cut = 3.0
infrared = quad(lambda k: k**-0.5, 0, cut)[0]
ultraviolet = quad(lambda k: k**-1.5, cut, np.inf)[0]
assert abs(infrared + cut**0.5 / (2 * -0.25)) < 1e-7
assert abs(ultraviolet - cut**-0.5 / (2 * 0.25)) < 1e-7

# EFT vertex with photon mass at finite rapidity, by momentum quadrature
eps, lam, rapidity = 0.25, 0.5, 0.8
D = 3 - 2 * eps
cosine, c_weights = roots_jacobi(50, (D - 3) / 2, (D - 3) / 2)
t, wt = panel_rule(-40, 80, 150)
k = np.exp(t)[:, None]
omega = np.sqrt(k**2 + lam**2)
w, u = np.cosh(rapidity), np.sinh(rapidity)
bracket = (w / (w - u * k * cosine / omega) - 1) / omega**2
sphere = 2 * np.pi**((D - 1) / 2) / gamma((D - 1) / 2)
eft_direct = -sphere / (2*np.pi)**D * np.sum(
    wt[:, None] * c_weights * k**D / (2 * omega) * bracket)
K_unit = gamma(1 + eps) / (4 * np.pi)**(2 - eps)
eft_direct /= K_unit
eft_formula = -2/eps * (rapidity/np.tanh(rapidity) - 1) * lam**(-2*eps)
assert abs(eft_direct / eft_formula - 1) < 1e-7


def soft_slope(lam, eps):
    return 2 / (3 * eps) * lam**(-2 * eps)


# Sum of regions away from four dimensions
eps_r = -0.25
region_rows = []
for lam in (1e-2, 1e-3, 1e-4):
    full = full_slope(lam, eps_r)
    soft = soft_slope(lam, eps_r)
    # the next soft term scales as lam**(1 - 2 eps)
    assert abs(full - float(hard_slope(eps_r)) - soft) < 5*lam**1.5 + 1e-7
    region_rows.append((lam, full, soft))

# An unexpanded recoil denominator brings the scale M back
t, wt = panel_rule(-70, 40, 150)
recoil = np.sum(wt * np.exp(-2*eps_r*t) / (1 + np.exp(t)/2)**2)
recoil_formula = 2**(-2*eps_r) * gamma(-2*eps_r) * gamma(2 + 2*eps_r)
assert abs(recoil / recoil_formula - 1) < 1e-8

# Relation of form factors to c_D and c_F from explicit spinors
gam = dirac_matrices(4)
one = np.eye(4)
Q, slope_in, f2_in = 0.01, 0.3, 0.2
energy = np.sqrt(1 + Q**2 / 4)
p_in = np.array([energy, 0, 0, -Q/2])
p_out = np.array([energy, 0, 0, Q/2])
rest = (one + gam[0]) / 2


def spinor_element(index, f1, f2):
    q_slash = slash(p_out - p_in, gam)
    pauli = -(gam[index] @ q_slash - q_slash @ gam[index]) / 2
    vertex = gam[index] * f1 + pauli * f2 / 2
    return (rest @ (slash(p_out, gam) + one) @ vertex
            @ (slash(p_in, gam) + one) @ rest) / (2*energy*(energy + 1))


f1_in = 1 - slope_in * Q**2
charge = np.trace(spinor_element(0, f1_in, f2_in)).real / 2
cD_direct = 8 * (1 - charge) / Q**2
assert abs(cD_direct - (1 + 2*f2_in + 8*slope_in)) < 1e-3
magnetic = spinor_element(1, f1_in, f2_in)
tree = spinor_element(1, 1, 0)
assert np.linalg.norm(tree) > 1e-3
assert np.allclose(magnetic, (1 + f2_in) * tree, atol=1e-6)

# Laurent expansion in the MS-bar convention
e, L = sp.symbols('e L')
msbar = sp.exp(sp.EulerGamma * e) * sp.gamma(1 + e) * sp.exp(2 * e * L)


def pole_and_finite(expression):
    regular = sp.cancel(sp.together(e * expression)) * msbar
    return (sp.simplify(regular.subs(e, 0)),
            sp.simplify(sp.diff(regular, e).subs(e, 0)))


hard_pole, hard_finite = pole_and_finite(hard_slope(e))
soft_pole, soft_finite = pole_and_finite(2 / (3 * e))
assert sp.simplify(hard_pole + soft_pole) == 0
assert sp.simplify(hard_finite + sp.Rational(1, 2) + 4*L/3) == 0

# Worked example
alpha = const.fine_structure
c_au = 1 / alpha
rest_eV = const.m_e * const.c**2 / const.e
compton = const.hbar / (const.m_e * const.c) / const.angstrom
bohr = const.physical_constants['Bohr radius'][0] / const.angstrom
mu_eV = 1000.0
unit = alpha / (4 * np.pi) * compton**2
hard_number = float(hard_finite.subs(L, np.log(mu_eV / rest_eV)))
f2_zero = alpha / (4 * np.pi) * hard_f2(0)
c_F = 1 + f2_zero
c_D = 1 + 2*f2_zero + 8*alpha/(4*np.pi)*hard_number
assert abs(c_F - 1 - 1/(2*np.pi*c_au)) < 1e-14
assert abs(c_D - 1 - 8/(3*np.pi*c_au)*np.log(rest_eV/mu_eV)) < 1e-12

table = []
for photon_eV in (1.0, 10.0, 100.0):
    lam = photon_eV / rest_eV
    full = full_slope(lam, 0)
    eft = float(soft_finite.subs(L, np.log(mu_eV / photon_eV)))
    # the first neglected soft term is linear in lam
    assert abs(full - eft - hard_number) < 4*lam + 1e-7
    assert abs(form_factors(0, lam, 0)[1] - hard_f2(0)) < 10*lam + 1e-7
    table.append((photon_eV, full*unit, eft*unit, (full - eft)*unit))

print(f"speed of light c = {c_au:.6f} a.u.")
print(f"electron rest energy = {rest_eV:.2f} eV")
print(f"reduced Compton wavelength = {compton:.8f} angstrom")
print(f"matching scale mu*c = {mu_eV:.1f} eV")
print("F1 slope, units alpha/(4 pi M^2), MS-bar, L = ln(mu/M):")
print(f"  hard: pole {hard_pole}/eps, finite {hard_finite}")
print(f"  EFT with L = ln(mu/lambda): pole {soft_pole}/eps,"
      f" finite {soft_finite}")
print("slope of F1 at d = 4, all in angstrom^2:")
for photon_eV, full, eft, difference in table:
    print(f"  photon rest energy {photon_eV:.0f} eV: full {full:.5e},"
          f" EFT {eft:.5e}, full-EFT {difference:.5e}")
print(f"hard slope (dimensional) = {hard_number*unit:.5e} angstrom^2")
print(f"hard slope (dimensional) = {hard_number*unit/bohr**2:.5e} a.u.")
print(f"F2(0) = {f2_zero:.8f} (dimensionless)")
print(f"c_F = {c_F:.8f} (dimensionless)")
print(f"c_D at mu = {c_D:.6f} (dimensionless)")
print("d = 4.5, slope in units K M^(-2-2 eps):")
print(f"  hard formula {float(hard_slope(eps_r)):.6f},"
      f" full with massless photon {full_slope(0, eps_r):.6f}")
for lam, full, soft in region_rows:
    print(f"  lambda/M = {lam:.0e}: full {full:.6f}, soft {soft:.6f},"
          f" full-soft {full - soft:.6f}")
print(f"unexpanded recoil integral, d = 4.5, M = 1: {recoil:.6f}")
print(f"EFT vertex, d = 3.5, rapidity {rapidity}, lambda/M = 0.5, units K:")
print(f"  quadrature {eft_direct:.6f}, formula {eft_formula:.6f}")
print("OK")
```

It prints:

```
speed of light c = 137.035999 a.u.
electron rest energy = 510998.95 eV
reduced Compton wavelength = 0.00386159 angstrom
matching scale mu*c = 1000.0 eV
F1 slope, units alpha/(4 pi M^2), MS-bar, L = ln(mu/M):
  hard: pole -2/3/eps, finite -4*L/3 - 1/2
  EFT with L = ln(mu/lambda): pole 2/3/eps, finite 4*L/3
slope of F1 at d = 4, all in angstrom^2:
  photon rest energy 1 eV: full 1.47431e-07, EFT 7.97561e-08, full-EFT 6.76747e-08
  photon rest energy 10 eV: full 1.20846e-07, EFT 5.31708e-08, full-EFT 6.76751e-08
  photon rest energy 100 eV: full 9.42640e-08, EFT 2.65854e-08, full-EFT 6.76786e-08
hard slope (dimensional) = 6.76747e-08 angstrom^2
hard slope (dimensional) = 2.41671e-07 a.u.
F2(0) = 0.00116141 (dimensionless)
c_F = 1.00116141 (dimensionless)
c_D at mu = 1.038629 (dimensionless)
d = 4.5, slope in units K M^(-2-2 eps):
  hard formula 2.500000, full with massless photon 2.500000
  lambda/M = 1e-02: full 2.235935, soft -0.266667, full-soft 2.502602
  lambda/M = 1e-03: full 2.415764, soft -0.084327, full-soft 2.500092
  lambda/M = 1e-04: full 2.473336, soft -0.026667, full-soft 2.500003
unexpanded recoil integral, d = 4.5, M = 1: 2.221441
EFT vertex, d = 3.5, rapidity 0.8, lambda/M = 0.5, units K:
  quadrature -2.316511, formula -2.316511
OK
```
